# Thermal Resistance at Which a Transistor's Static Output Slope Vanishes: a program that tests the result

```python
"""
Result under test: a self-heated transistor has the static output slope
    dI/dV = (g + a*r*I) / (1 - a*r*V),
which vanishes at r = -g/(a*I).
I: drain current (A), V: drain voltage (V), T: channel temperature (K),
g: dI/dV at constant T (S), a: dI/dT at constant V (A/K),
r: differential thermal resistance dT/dP (K/W), with P = I*V (W).
The tests solve I = F(V, T(I*V)) for nonlinear devices F and differentiate
the solution numerically; the slope formula is not used in that solution.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

current = 0.5            # A
conductance = 5e-3       # S
temp_coeff = -1e-3       # A/K
voltage = 20.0           # V
channel_temp = 400.0     # K


def power_law_device(v_op):
    """Current linear in V and a power law in T, with the given I, g, a."""
    exponent = temp_coeff * channel_temp / current
    return lambda v, t: ((current + conductance * (v - v_op))
                         * (t / channel_temp) ** exponent)


def bending_device(v_op):
    """Current bending over in V and exponential in T, same I, g, a."""
    bend = 1e-4          # A/V^2
    return lambda v, t: ((current + conductance * (v - v_op)
                          - bend * (v - v_op) ** 2)
                         * np.exp(temp_coeff * (t - channel_temp) / current))


def linear_path(resistance, v_op):
    """Linear heat path; base temperature holds the operating point."""
    base = channel_temp - resistance * current * v_op
    return lambda p: base + resistance * p


def static_current(device, v, path):
    return brentq(lambda i: i - device(v, path(i * v)), 0.0, 2.0,
                  xtol=1e-15, rtol=1e-14)


def static_slope(device, v, path, h=0.01):
    return (static_current(device, v + h, path)
            - static_current(device, v - h, path)) / (2 * h)


def slope_formula(r, v=voltage, g=conductance):
    return (g + temp_coeff * r * current) / (1 - temp_coeff * r * v)


r_flat = -conductance / (temp_coeff * current)
power = current * voltage
makers = {"power-law device": power_law_device,
          "bending device": bending_device}

print(f"Drain current: {current:.3f} A")
print(f"Isothermal output conductance: {conductance*1e3:.2f} mS")
print(f"Current temperature coefficient: {temp_coeff*1e3:.2f} mA/K")
print(f"Drain voltage: {voltage:.1f} V")
print(f"Dissipated power: {power:.2f} W")
print(f"Channel temperature: {channel_temp:.1f} K")
print(f"Thermal resistance for zero slope, formula: {r_flat:.3f} K/W")
print(f"Base temperature at that resistance: "
      f"{channel_temp - r_flat*power:.1f} K")
print(f"Heating per volt at zero slope: {r_flat*current:.2f} K/V")
print(f"Thermal current change per volt: "
      f"{temp_coeff*r_flat*current*1e3:.2f} mA/V")

# Zero of the numerically computed slope, for two devices and three voltages.
for name, maker in makers.items():
    for v_op in (10.0, 20.0, 30.0):
        device = maker(v_op)
        root = brentq(lambda r: static_slope(device, v_op,
                                             linear_path(r, v_op)), 1.0, 20.0)
        assert abs(root - r_flat) < 1e-3
        print(f"Zero-slope resistance found, {name}, {v_op:.0f} V: "
              f"{root:.3f} K/W")

# Slope away from the zero, where the feedback of current on power matters.
for r in (0.0, 5.0, 10.0, 15.0, 20.0):
    for maker in makers.values():
        numeric = static_slope(maker(voltage), voltage,
                               linear_path(r, voltage))
        assert abs(numeric - slope_formula(r)) < 1e-7
    no_feedback = conductance + temp_coeff * r * current
    print(f"Slope at {r:.0f} K/W: {slope_formula(r)*1e3:.3f} mS; "
          f"without feedback term: {no_feedback*1e3:.3f} mS")

# Curvature at the flat point: second difference of the static current
# against the second derivatives of the isothermal device law.
path = linear_path(r_flat, voltage)
curvatures = []
for name, maker in makers.items():
    F = maker(voltage)
    h = 0.1
    numeric = (static_current(F, voltage + h, path)
               - 2 * static_current(F, voltage, path)
               + static_current(F, voltage - h, path)) / h**2
    dv, dt = 0.1, 0.5
    v0, t0 = voltage, channel_temp
    f_vv = (F(v0 + dv, t0) - 2 * F(v0, t0) + F(v0 - dv, t0)) / dv**2
    f_tt = (F(v0, t0 + dt) - 2 * F(v0, t0) + F(v0, t0 - dt)) / dt**2
    f_vt = (F(v0 + dv, t0 + dt) - F(v0 + dv, t0 - dt)
            - F(v0 - dv, t0 + dt) + F(v0 - dv, t0 - dt)) / (4 * dv * dt)
    heating = r_flat * current
    derived = ((f_vv + 2 * f_vt * heating + f_tt * heating**2)
               / (1 - temp_coeff * r_flat * voltage))
    assert abs(numeric - derived) < 5e-3 * abs(derived)
    curvatures.append(numeric)
    kind = "minimum" if numeric > 0 else "maximum"
    print(f"Curvature at flat point, {name}: {numeric*1e3:.4f} mA/V^2 "
          f"({kind})")
assert curvatures[0] > 0 > curvatures[1]

# Time response to a small voltage step, one thermal time constant.
time_constant = 10e-6    # s
step = 0.01              # V
F = power_law_device(voltage)
base_temp = channel_temp - r_flat * power
v_new = voltage + step


def heating_rate(s, temp):
    """dT/ds with s = time / time_constant."""
    return base_temp + r_flat * v_new * F(v_new, temp) - temp


times = np.array([0.0, 1.0, 15.0])
sol = solve_ivp(heating_rate, (0, 15), [channel_temp], t_eval=times,
                method="DOP853", rtol=1e-11, atol=1e-11)
excess = F(v_new, sol.y[0]) - current
decay_rate = 1 - temp_coeff * r_flat * voltage
assert abs(excess[0] / (conductance * step) - 1) < 1e-6
assert abs(excess[1] / excess[0] - np.exp(-decay_rate)) < 1e-3
assert abs(excess[2] / excess[0]) < 1e-3
print(f"Thermal time constant RC: {time_constant*1e6:.1f} us")
print(f"Voltage step: {step*1e3:.1f} mV")
print(f"Current excess just after step: {excess[0]*1e6:.2f} uA")
print(f"Current excess after one RC: {excess[1]*1e6:.2f} uA")
print(f"Current excess after 15 RC: {excess[2]*1e6:.4f} uA")
print(f"Decay time of the excess: {time_constant/decay_rate*1e6:.2f} us")

# Neglected effect: conductivity proportional to T**(-k_exp).
k_exp = 1.3              # rough exponent for the heat path


def falling_conductivity_path(base):
    """Path that brings the channel to its set temperature at this power."""
    m = k_exp - 1
    r_base = base / (m * power) * (1 - (channel_temp / base) ** (-m))
    return lambda p: base * (1 - m * r_base * p / base) ** (-1 / m)


def differential_resistance(path, dp=0.01):
    return (path(power + dp) - path(power - dp)) / (2 * dp)


hot_path = falling_conductivity_path(300.0)
assert abs(hot_path(power) - channel_temp) < 1e-8
r_hot = differential_resistance(hot_path)
slope_hot = static_slope(F, voltage, hot_path)
assert abs(slope_hot - slope_formula(r_hot)) < 1e-6
assert slope_hot < -1e-4
base_flat = brentq(lambda b: static_slope(
    F, voltage, falling_conductivity_path(b)), 290.0, 350.0)
r_at_flat = differential_resistance(falling_conductivity_path(base_flat))
assert abs(r_at_flat - r_flat) < 1e-3
print(f"Conductivity exponent (rough): {k_exp:.1f}")
print(f"Base 300 K, ordinary resistance: "
      f"{(channel_temp-300.0)/power:.2f} K/W")
print(f"Base 300 K, differential resistance: {r_hot:.2f} K/W")
print(f"Base 300 K, static slope: {slope_hot*1e3:.3f} mS")
print(f"Flat curve, base temperature: {base_flat:.1f} K")
print(f"Flat curve, ordinary resistance: "
      f"{(channel_temp-base_flat)/power:.2f} K/W")
print(f"Flat curve, differential resistance: {r_at_flat:.3f} K/W")

# Neglected effects sized with rough assumed inputs.
peak_ratio = 1.3         # hot-spot rise / rise that controls the current
r_effective = r_flat / peak_ratio
print(f"Hot-spot rise over effective rise (assumed): {peak_ratio:.1f}")
print(f"Effective resistance if hot spot has 10 K/W: {r_effective:.2f} K/W")
print(f"Static slope in that case: {slope_formula(r_effective)*1e3:.2f} mS")

transconductance = 0.3   # S
trap_shift = 1e-3        # V of threshold per V of drain
g_trapped = conductance - transconductance * trap_shift
r_trapped = -g_trapped / (temp_coeff * current)
print(f"Transconductance (assumed): {transconductance*1e3:.0f} mS")
print(f"Trap threshold shift (assumed): {trap_shift*1e3:.1f} mV/V")
print(f"Zero-slope resistance with trapping: {r_trapped:.2f} K/W")

gate_power = 1e-4 * 3.0  # W, from 0.1 mA at 3 V
print(f"Gate power (0.1 mA at 3 V, assumed) over drain power: "
      f"{gate_power/power:.1e}")
gap_cm = 3e-4            # cm, gate-to-drain distance
critical_field = 3.0     # MV/cm, rough value for GaN
mean_field = voltage / gap_cm * 1e-6
print(f"Gate-to-drain distance (assumed): {gap_cm*1e7:.0f} nm")
print(f"Mean gate-to-drain field: {mean_field:.3f} MV/cm")
print(f"Mean field over rough critical field of {critical_field:.0f} MV/cm: "
      f"{mean_field/critical_field:.3f}")

print("success")
```

Printed output:

```
Drain current: 0.500 A
Isothermal output conductance: 5.00 mS
Current temperature coefficient: -1.00 mA/K
Drain voltage: 20.0 V
Dissipated power: 10.00 W
Channel temperature: 400.0 K
Thermal resistance for zero slope, formula: 10.000 K/W
Base temperature at that resistance: 300.0 K
Heating per volt at zero slope: 5.00 K/V
Thermal current change per volt: -5.00 mA/V
Zero-slope resistance found, power-law device, 10 V: 10.000 K/W
Zero-slope resistance found, power-law device, 20 V: 10.000 K/W
Zero-slope resistance found, power-law device, 30 V: 10.000 K/W
Zero-slope resistance found, bending device, 10 V: 10.000 K/W
Zero-slope resistance found, bending device, 20 V: 10.000 K/W
Zero-slope resistance found, bending device, 30 V: 10.000 K/W
Slope at 0 K/W: 5.000 mS; without feedback term: 5.000 mS
Slope at 5 K/W: 2.273 mS; without feedback term: 2.500 mS
Slope at 10 K/W: 0.000 mS; without feedback term: 0.000 mS
Slope at 15 K/W: -1.923 mS; without feedback term: -2.500 mS
Slope at 20 K/W: -3.571 mS; without feedback term: -5.000 mS
Curvature at flat point, power-law device: 0.0104 mA/V^2 (minimum)
Curvature at flat point, bending device: -0.2083 mA/V^2 (maximum)
Thermal time constant RC: 10.0 us
Voltage step: 10.0 mV
Current excess just after step: 50.00 uA
Current excess after one RC: 15.06 uA
Current excess after 15 RC: 0.0005 uA
Decay time of the excess: 8.33 us
Conductivity exponent (rough): 1.3
Base 300 K, ordinary resistance: 10.00 K/W
Base 300 K, differential resistance: 12.02 K/W
Base 300 K, static slope: -0.814 mS
Flat curve, base temperature: 314.3 K
Flat curve, ordinary resistance: 8.57 K/W
Flat curve, differential resistance: 10.000 K/W
Hot-spot rise over effective rise (assumed): 1.3
Effective resistance if hot spot has 10 K/W: 7.69 K/W
Static slope in that case: 1.00 mS
Transconductance (assumed): 300 mS
Trap threshold shift (assumed): 1.0 mV/V
Zero-slope resistance with trapping: 9.40 K/W
Gate power (0.1 mA at 3 V, assumed) over drain power: 3.0e-05
Gate-to-drain distance (assumed): 3000 nm
Mean gate-to-drain field: 0.067 MV/cm
Mean field over rough critical field of 3 MV/cm: 0.022
success
```
